# Minimum Spacing of Silicon Waveguides from Evanescent Coupling and Its First Correction: a program that tests the result

```python
"""
Minimum gap between two identical waveguides for a crosstalk limit X at length L:
    g_min = g0 + ln( pi*L / (2*L0*asin(sqrt(X))) ) / gamma
L0: coupling length (full power transfer) at the reference gap g0
gamma = k0*sqrt(n_eff^2 - n_clad^2): decay constant of the field in the cladding
kappa: coupling coefficient, half the difference of the supermode constants beta
All lengths are in micrometres and all wavenumbers in 1/micrometre.
The rule is tested against slab supermodes, propagation on a grid, and scalar strips.
"""
import numpy as np
from scipy.linalg import expm, eigh
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import eigsh

wavelength, n_eff, n_clad = 1.55, 2.4, 1.45
width, g0, L0, length, target_db = 0.45, 0.20, 100.0, 1.0e4, -30.0
k0 = 2 * np.pi / wavelength


def decay(index):
    return k0 * np.sqrt(index**2 - n_clad**2)


def minimum_gap(db, gamma, ref_gap, ref_length):
    angle = np.arcsin(np.sqrt(10 ** (db / 10)))
    return ref_gap + np.log(np.pi * length / (2 * ref_length * angle)) / gamma


gamma = decay(n_eff)
X = 10 ** (target_db / 10)
angle_max = np.arcsin(np.sqrt(X))
kappa_max = angle_max / length
g_min = minimum_gap(target_db, gamma, g0, L0)
kappa_ref = np.pi / (2 * L0)


def propagated_crosstalk(gap):
    """Power in guide 2 from the coupled amplitude equations."""
    kappa = kappa_ref * np.exp(-gamma * (gap - g0))
    transfer = expm(-1j * length * kappa * np.array([[0, 1], [1, 0]]))
    return abs(transfer[1, 0]) ** 2


# Search inward from a wide gap until the limit is first broken.
scan_step = 0.001
gap = 2.5
while propagated_crosstalk(gap) <= X:
    gap -= scan_step
assert gap <= g_min <= gap + scan_step + 1e-9

# A smaller gap with one whole exchange cycle, and its sensitivity.
g_null = brentq(lambda g: kappa_ref * np.exp(-gamma * (g - g0)) * length - np.pi,
                g0, g_min)
null_exact = propagated_crosstalk(g_null)
null_shifted = propagated_crosstalk(g_null + 0.010)
assert null_exact < 1e-12 and null_shifted > 10 * X

# Small-crosstalk rule for the cost of ten decibels.
cost_10db = np.log(10) / (2 * gamma)
actual_cost = minimum_gap(-40, gamma, g0, L0) - g_min
assert abs(actual_cost - cost_10db) < 1e-3

# Slab pair: supermodes from the boundary conditions.
n_slab = 2.8


def slab_beta(r, gap=None, parity=None):
    def mismatch(beta):
        h = np.sqrt((k0 * n_slab) ** 2 - beta**2)
        q = np.sqrt(beta**2 - (k0 * n_clad) ** 2)
        t = 1.0
        if parity == "even":
            t = np.tanh(q * gap / 2)
        elif parity == "odd":
            t = 1 / np.tanh(q * gap / 2)
        return h * width - np.arctan(r * q / h) - np.arctan(r * q * t / h)
    return brentq(mismatch, k0 * (n_clad + 1e-6), k0 * (n_slab - 1e-6),
                  xtol=1e-14, rtol=1e-15)


def slab_kappa(r, gap):
    return (slab_beta(r, gap, "even") - slab_beta(r, gap, "odd")) / 2


def slab_kappa_formula(r, gap):
    beta = slab_beta(r)
    h = np.sqrt((k0 * n_slab) ** 2 - beta**2)
    q = np.sqrt(beta**2 - (k0 * n_clad) ** 2)
    mix = h**2 + r**2 * q**2
    w_eff = width + 2 * r * (h**2 + q**2) / (q * mix)
    return 2 * r * q * h**2 * np.exp(-q * gap) / (beta * mix * w_eff)


r_normal = (n_slab / n_clad) ** 2
for r in (1.0, r_normal):
    assert abs(slab_kappa(r, 1.0) / slab_kappa_formula(r, 1.0) - 1) < 1e-3

slab_index = slab_beta(r_normal) / k0
slab_gamma = decay(slab_index)
slab_L0 = np.pi / (2 * slab_kappa(r_normal, g0))
slab_estimate = minimum_gap(target_db, slab_gamma, g0, slab_L0)
slab_gap = brentq(lambda g: slab_kappa(r_normal, g) * length - angle_max, 0.3, 2.5)
far_L0 = np.pi / (2 * slab_kappa(r_normal, 0.6))
slab_estimate_far = minimum_gap(target_db, slab_gamma, 0.6, far_L0)
assert abs(slab_estimate - slab_gap) < 0.05
assert abs(slab_estimate_far - slab_gap) < 0.001

# Launch one guide's mode into a slab pair on a grid; keep all grid modes.
dx1, cells = 0.01, 350
left, right = slice(100, 145), slice(205, 250)


def slab_modes(cores):
    index2 = np.full(cells, n_clad**2)
    for core in cores:
        index2[core] = n_slab**2
    matrix = np.diag(k0**2 * index2 - 2 / dx1**2)
    matrix += (np.eye(cells, k=1) + np.eye(cells, k=-1)) / dx1**2
    return eigh(matrix)


mode_left = slab_modes([left])[1][:, -1]
mode_right = slab_modes([right])[1][:, -1]
beta2, vectors = slab_modes([left, right])
beta_all = np.sqrt(beta2.astype(complex))
weights = (vectors.T @ mode_right) * (vectors.T @ mode_left)
kappa_06 = slab_kappa_formula(1.0, 0.6)
transfer_error = 0.0
for fraction in (0.25, 0.5, 1.0, 1.5, 2.0):
    z = fraction * np.pi / (2 * kappa_06)
    power = abs(np.sum(weights * np.exp(1j * beta_all * z))) ** 2
    transfer_error = max(transfer_error, abs(power - np.sin(kappa_06 * z) ** 2))
assert transfer_error < 0.03

# Scalar strips of finite height; symmetry leaves one quarter of the plane.
n_strip, height, dx, dy = 3.5, 0.22, 0.025, 0.022
core_x, core_y, ny = 18, 5, 60


def second_derivative(n, step, first):
    main = np.full(n, -2.0)
    main[0], main[-1] = first, -3.0
    return diags([np.ones(n - 1), main, np.ones(n - 1)], [-1, 0, 1]) / step**2


def strip_mode(start, stop, odd=False):
    """Fundamental mode, core in columns start to stop, symmetry plane at x=0."""
    nx = stop + 40
    index2 = np.full((nx, ny), n_clad**2)
    index2[start:stop, :core_y] = n_strip**2
    matrix = (kron(second_derivative(nx, dx, -3.0 if odd else -1.0), identity(ny))
              + kron(identity(nx), second_derivative(ny, dy, -1.0))
              + diags(k0**2 * index2.ravel()))
    value, vector = eigsh(matrix.tocsc(), k=1, sigma=(k0 * n_strip) ** 2,
                          v0=np.ones(nx * ny))
    return np.sqrt(value[0]), vector[:, 0].reshape(nx, ny)


strip_beta, field = strip_mode(0, core_x // 2)
strip_index = strip_beta / k0
strip_gamma = decay(strip_index)
half_gaps = np.arange(4, 29, 4)
strip_gaps = 2 * dx * half_gaps
strip_kappa = np.array([
    (strip_mode(s, s + core_x)[0] - strip_mode(s, s + core_x, True)[0]) / 2
    for s in half_gaps])
rates = -np.diff(np.log(strip_kappa)) / np.diff(strip_gaps)
assert np.all(rates > strip_gamma)
assert np.all(np.diff(rates[1:]) < 0)

# Coupling from the vertical Fourier spectrum of one isolated strip's tail.
field = field / np.sqrt(4 * np.sum(field**2) * dx * dy)
edge = field[core_x // 2]
y = (np.arange(ny) + 0.5) * dy
k = np.linspace(-40, 40, 4001)
spectrum = 2 * dy * np.cos(np.outer(k, y)) @ edge
q = np.sqrt(strip_gamma**2 + k**2)
test_gap = strip_gaps[3]
integrand = q * spectrum**2 * np.exp(-q * (test_gap - dx))
kappa_spectrum = np.sum(integrand) * (k[1] - k[0]) / (2 * np.pi * strip_beta)
assert abs(kappa_spectrum / strip_kappa[3] - 1) < 0.04

strip_L0 = np.pi / (2 * strip_kappa[0])
strip_estimate = minimum_gap(target_db, strip_gamma, g0, strip_L0)
strip_gap = np.interp(-np.log(kappa_max), -np.log(strip_kappa), strip_gaps)
assert strip_gaps[0] < strip_gap < strip_gaps[-1]
assert 0 < strip_estimate - strip_gap < 0.15

print("MAIN EXAMPLE")
print(f"wavelength = {wavelength:.2f} um")
print(f"effective index = {n_eff:.2f}, cladding index = {n_clad:.2f}")
print(f"guide width = {width:.2f} um")
print(f"reference gap = {g0:.2f} um, reference coupling length = {L0:.0f} um")
print(f"length = {length:.0f} um, crosstalk limit = {target_db:.0f} dB = {X:.4f}")
print(f"vacuum wavenumber k0 = {k0:.4f} 1/um")
print(f"decay constant gamma = {gamma:.3f} 1/um, 1/gamma = {1/gamma:.4f} um")
print(f"reference coupling coefficient = {kappa_ref:.5f} 1/um")
print(f"largest phase kappa*L = {angle_max:.5f} rad")
print(f"largest coupling coefficient = {kappa_max:.3e} 1/um")
Lc_needed = np.pi / (2 * kappa_max)
print(f"required coupling length = {Lc_needed:.4e} um = {Lc_needed*1e-6:.3f} m")
print(f"ratio to reference length = {Lc_needed/L0:.1f}")
print(f"natural logarithm of ratio = {np.log(Lc_needed/L0):.3f}")
print(f"minimum gap = {g_min:.3f} um = {1000*g_min:.0f} nm")
print(f"minimum centre-to-centre pitch = {g_min+width:.3f} um")
for db in (-20, -40, -50):
    print(f"minimum gap for {db} dB = {minimum_gap(db, gamma, g0, L0):.3f} um")
print(f"extra gap per 10 dB = {cost_10db:.4f} um")
print(f"extra gap per tenfold length = {2*cost_10db:.4f} um")
print(f"minimum gap if n_eff = 2.30: {minimum_gap(target_db, decay(2.3), g0, L0):.3f} um")
print(f"gap of first null (kappa*L = pi) = {g_null:.4f} um")
print(f"crosstalk there with gap 0.010 um wider = {null_shifted:.4f}"
      f" = {10*np.log10(null_shifted):.1f} dB")
print("SLAB PAIR, electric field normal to walls")
print(f"core index = {n_slab:.2f}, width = {width:.2f} um")
print(f"effective index = {slab_index:.4f}, gamma = {slab_gamma:.3f} 1/um")
print(f"coupling length at 0.20 um gap = {slab_L0:.2f} um")
print(f"gap from rule, reference at 0.20 um = {slab_estimate:.4f} um")
print(f"gap from rule, reference at 0.60 um = {slab_estimate_far:.4f} um")
print(f"gap from supermode equation = {slab_gap:.4f} um")
print("SLAB PAIR, electric field parallel to walls, gap 0.60 um")
print(f"largest error of sin^2 law in power fraction = {transfer_error:.5f}")
print("SCALAR STRIP PAIR")
print(f"core index = {n_strip:.2f}, width = {width:.2f} um, height = {height:.2f} um")
print(f"effective index = {strip_index:.4f}, gamma = {strip_gamma:.3f} 1/um")
print(f"coupling length at 0.20 um gap = {strip_L0:.2f} um")
for a, b, rate in zip(strip_gaps[:-1], strip_gaps[1:], rates):
    print(f"decay rate of kappa, gap {a:.1f} to {b:.1f} um = {rate:.3f} 1/um")
print(f"kappa at {test_gap:.1f} um gap: supermodes = {strip_kappa[3]:.4e} 1/um")
print(f"kappa at {test_gap:.1f} um gap: spectrum = {kappa_spectrum:.4e} 1/um")
print(f"gap from rule, reference at 0.20 um = {strip_estimate:.3f} um")
print(f"gap from strip supermodes = {strip_gap:.3f} um")
print(f"overestimate by rule = {1000*(strip_estimate-strip_gap):.0f} nm")
print("OK")
```

Printed output:

```
MAIN EXAMPLE
wavelength = 1.55 um
effective index = 2.40, cladding index = 1.45
guide width = 0.45 um
reference gap = 0.20 um, reference coupling length = 100 um
length = 10000 um, crosstalk limit = -30 dB = 0.0010
vacuum wavenumber k0 = 4.0537 1/um
decay constant gamma = 7.752 1/um, 1/gamma = 0.1290 um
reference coupling coefficient = 0.01571 1/um
largest phase kappa*L = 0.03163 rad
largest coupling coefficient = 3.163e-06 1/um
required coupling length = 4.9665e+05 um = 0.497 m
ratio to reference length = 4966.5
natural logarithm of ratio = 8.510
minimum gap = 1.298 um = 1298 nm
minimum centre-to-centre pitch = 1.748 um
minimum gap for -20 dB = 1.149 um
minimum gap for -40 dB = 1.446 um
minimum gap for -50 dB = 1.595 um
extra gap per 10 dB = 0.1485 um
extra gap per tenfold length = 0.2970 um
minimum gap if n_eff = 2.30: 1.376 um
gap of first null (kappa*L = pi) = 0.7046 um
crosstalk there with gap 0.010 um wider = 0.0539 = -12.7 dB
SLAB PAIR, electric field normal to walls
core index = 2.80, width = 0.45 um
effective index = 2.3696, gamma = 7.597 1/um
coupling length at 0.20 um gap = 15.49 um
gap from rule, reference at 0.20 um = 1.5657 um
gap from rule, reference at 0.60 um = 1.5644 um
gap from supermode equation = 1.5644 um
SLAB PAIR, electric field parallel to walls, gap 0.60 um
largest error of sin^2 law in power fraction = 0.00118
SCALAR STRIP PAIR
core index = 3.50, width = 0.45 um, height = 0.22 um
effective index = 2.6054, gamma = 8.775 1/um
coupling length at 0.20 um gap = 20.44 um
decay rate of kappa, gap 0.2 to 0.4 um = 9.568 1/um
decay rate of kappa, gap 0.4 to 0.6 um = 9.369 1/um
decay rate of kappa, gap 0.6 to 0.8 um = 9.248 1/um
decay rate of kappa, gap 0.8 to 1.0 um = 9.166 1/um
decay rate of kappa, gap 1.0 to 1.2 um = 9.108 1/um
decay rate of kappa, gap 1.2 to 1.4 um = 9.065 1/um
kappa at 0.8 um gap: supermodes = 2.7388e-04 1/um
kappa at 0.8 um gap: spectrum = 2.6768e-04 1/um
gap from rule, reference at 0.20 um = 1.351 um
gap from strip supermodes = 1.289 um
overestimate by rule = 62 nm
OK
```
